# Why state-specific VSCF splits the Hénon–Heiles E pairs

**Question**

I am computing vibrational levels of the Hénon–Heiles model, in atomic units

\[
H=-\frac1{2m}(\partial_X^2+\partial_Y^2)+\frac{m\omega^2}{2}(X^2+Y^2)+\kappa\Big(X^2Y-\frac{Y^3}{3}\Big).
\]

My parameters are \(\hbar\omega=0.1\) eV, oscillator length \(a=(m\omega)^{-1/2}=0.1\) Å and reduced coupling \(\lambda=\kappa a^3/\omega=0.1118\). I optimize a separate VSCF product for each state \((n_x,n_y)\). The potential has threefold symmetry, so (1,0) and (0,1) should form a degenerate E pair, but I get 0.199331 and 0.199533 eV. Tighter convergence changes nothing. Is this a bug? Do VMP2 and VCI repair it, and what happens in the next shell? I am also unsure what "converged VCI" means, since the cubic potential has no lower bound.

**Answer**

It is not a bug. The set of products of a function of \(x\) and a function of \(y\) is not closed under the 120° rotation, and no symmetry of the potential exchanges your \(x\) and \(y\) axes. So nothing in this VSCF enforces the degeneracy once \(\lambda\neq0\), and the size of the splitting can be derived.

**Scaled problem and the meaning of convergence**

Put \(X=ax\), \(Y=ay\). Since \(1/(ma^2)=m\omega^2a^2=\omega\) and \(\kappa a^3=\lambda\omega\), division by \(\omega\) gives

\[
H=\tfrac12(p_x^2+p_y^2+x^2+y^2)+\lambda V,\qquad V=x^2y-\tfrac13y^3 .
\]

Energies are now in units of \(\hbar\omega\) and lengths in units of \(a\).

On the line \(x=0\) the potential is \(y^2/2-\lambda y^3/3\). Its slope \(y-\lambda y^2\) vanishes at \(y=1/\lambda\), where the height is \(1/(6\lambda^2)\). This saddle lies at 0.894 Å and 1.333 eV; beyond it the potential falls without limit. The low levels are therefore narrow resonances. For an energy \(E=0.25\) eV in the \(y\) motion, with \(x\) frozen at zero, numerical integration of the WKB exponent \(2\int\sqrt{2(U-E)}\,dy\) through the barrier \(U\) gives 74. The leakage, of order \(e^{-74}\), is negligible here. "Converged" means that the levels stay on a plateau as the basis grows within the well. With oscillator products of at most 20 and then 28 total quanta, the six lowest levels move by less than \(10^{-12}\) eV.

**What symmetry requires**

With \(x=r\cos\theta\), \(y=r\sin\theta\),

\[
V=\frac{r^3}{3}(3\cos^2\theta\sin\theta-\sin^3\theta)=\frac{r^3}{3}\sin3\theta .
\]

This is unchanged by a 120° rotation and by \(x\to-x\). A state that acquires a phase \(e^{i2\pi/3}\) under the rotation is turned by the reflection into one with the conjugate phase and the same energy. Their sum and difference are even and odd in \(x\), so each E pair has one member of each kind.

The harmonic shell \(N=n_x+n_y=1\) has angular momenta \(\pm1\) and is an E pair. The shell \(N=2\) has angular momenta 0 and \(\pm2\), hence A\(_1\)+E.

**The VSCF equations**

For a normalized product \(\phi(x)\chi(y)\) the energy is

\[
E=\langle\tfrac12(p_x^2+x^2)\rangle+\langle\tfrac12(p_y^2+y^2)-\tfrac{\lambda}{3}y^3\rangle+\lambda\langle x^2\rangle\langle y\rangle .
\]

Making it stationary in each factor gives eigenvalue equations for

\[
h_x=\tfrac12(p_x^2+x^2)+\lambda\langle y\rangle x^2,\qquad
h_y=\tfrac12(p_y^2+y^2)-\tfrac{\lambda}{3}y^3+\lambda\langle x^2\rangle y .
\]

The sum \(\varepsilon_x+\varepsilon_y\) counts the coupling twice, so \(E=\varepsilon_x+\varepsilon_y-\lambda\langle x^2\rangle\langle y\rangle\).

Write \(A=n_x+\tfrac12\) and \(B=n_y+\tfrac12\). The \(x\) mode is harmonic, with

\[
\omega_x=\sqrt{1+2\lambda\langle y\rangle},\qquad \varepsilon_x=A\omega_x,\qquad \langle x^2\rangle=A/\omega_x .
\]

Since \(\langle y\rangle\) is of order \(\lambda\), \(\varepsilon_x=A+\lambda A\langle y\rangle+O(\lambda^4)\) and \(\lambda\langle x^2\rangle\langle y\rangle=\lambda A\langle y\rangle+O(\lambda^4)\). These corrections cancel:

\[
E_{\rm VSCF}=A+\varepsilon_y+O(\lambda^4).
\]

To this order \(\varepsilon_y\) may be computed with \(\langle x^2\rangle=A\), that is, with the perturbation \(W=\lambda(Ay-y^3/3)\) of a unit oscillator.

**The splitting at second order**

Writing \(y=(b+b^\dagger)/\sqrt2\) with ladder operators, one finds

\[
y_{n+1,n}=\sqrt{\tfrac{n+1}{2}},\quad
(y^3)_{n+1,n}=3\big(\tfrac{n+1}{2}\big)^{3/2},\quad
(y^3)_{n+3,n}=\sqrt{\tfrac{(n+1)(n+2)(n+3)}{8}} .
\]

Let \(n=n_y\), \(u=(n+1)/2\), \(v=n/2\). Then \(W_{n+1,n}=\lambda\sqrt u\,(A-u)\) and \(W_{n-1,n}=\lambda\sqrt v\,(A-v)\). The first-order energy vanishes because \(W\) is odd. In second order, one-quantum steps contribute, in units of \(\lambda^2\),

\[
-u(A-u)^2+v(A-v)^2=-\frac{A^2}{2}+AB-\frac{3n^2+3n+1}{8},
\]

because \(u-v=\tfrac12\), \(u^2-v^2=B/2\) and \(u^3-v^3=(3n^2+3n+1)/8\). Three-quantum steps have energy denominators \(\mp3\) and contribute

\[
\frac{-(n+1)(n+2)(n+3)+n(n-1)(n-2)}{9\cdot3\cdot8}=-\frac{9n^2+9n+6}{216}.
\]

Inserting \(n^2+n=B^2-\tfrac14\), the two \(n\)-dependent terms become \(-(3B^2/8+1/32)\) and \(-(B^2/24+5/288)\). Hence

\[
E_{\rm VSCF}=N+1+\lambda^2g(A,B)+O(\lambda^4),\quad
g=-\frac{A^2}{2}+AB-\frac{5B^2}{12}-\frac7{144}.
\]

For (1,0), \(g(\tfrac32,\tfrac12)=-19/36\); for (0,1), \(g(\tfrac12,\tfrac32)=-13/36\). Therefore

\[
E_{\rm VSCF}(0,1)-E_{\rm VSCF}(1,0)=\frac{\lambda^2}{6}+O(\lambda^4).
\]

For your parameters the leading term is \(0.1118^2\times0.1/6=0.000208\) eV. The full VSCF splitting is 0.000202 eV, or \(7.4\times10^{-6}\) hartree.

**Is state-specific optimization the cause?**

It sets the size of the splitting, but the root is the product form in these axes. At \(\lambda=0\) the (1,0) function is proportional to \(xe^{-r^2/2}\). A rotation by 120° turns \(x\) into a combination of \(x\) and \(y\) with both coefficients nonzero, and that is not a product \(f(x)g(y)\). The trial set lacks the rotated states that would enforce the degeneracy.

The splitting also depends on the axes chosen for the modes. Turning them by 5°, 10°, 15° and 30° gives state-specific splittings of 0.000175, 0.000101, 0 and \(-0.000202\) eV. At 15° a mirror line of the potential lies on a diagonal of the new axes. The reflection then exchanges the two modes and makes the two products degenerate. All other numbers here refer to the axes of your Hamiltonian.

The two states also feel different mean fields. Differentiating \(\varepsilon_y\) with respect to the coefficient \(\lambda A\) of \(y\) gives

\[
\langle y\rangle=\lambda\,\frac{\partial g}{\partial A}=\lambda(B-A)+O(\lambda^3).
\]

The leading displacements are thus \(-0.0112\) Å for (1,0) and \(+0.0112\) Å for (0,1); the converged ones are \(-0.0113\) and \(+0.0115\) Å. The first softens the \(x\) mode to 0.0987 eV and the second stiffens it to 0.1013 eV.

Now use one common field, that of the ground state, for both configurations. There \(A=B=\tfrac12\), so \(\langle y\rangle=O(\lambda^3)\) and the \(x\) functions are unshifted to the order needed. The (1,0) configuration keeps the ground \(y\) function. Its extra coupling energy, \(\lambda\langle y\rangle\) times the increase of \(\langle x^2\rangle\), is \(O(\lambda^4)\), so its coefficient is \(g(\tfrac12,\tfrac12)=-1/36\). The (0,1) configuration has \(g(\tfrac12,\tfrac32)=-13/36\). The splitting is now \(-\lambda^2/3\), twice as large and of opposite sign. The full expectation values give \(-0.000430\) eV. The ground-state field does not cure the problem. More generally, if the common \(y\) functions are generated with \(\langle x^2\rangle=\bar A\), a configuration has the coefficient \(g(\bar A,B)+(A-\bar A)(B-\bar A)\). The second term is the same for (1,0) and (0,1), so the splitting is \(\lambda^2(\bar A-\tfrac56)\) to this order. This is \(-\lambda^2/3\) for the ground field and \(+\lambda^2/6\) for the equal average of the two states, \(\bar A=1\). It vanishes only for a field tuned to \(\bar A=\tfrac56\), which is an accident and not an effect of symmetry.

**What VMP2 restores**

VMP2 adds \(\sum_k|\langle k|H|0\rangle|^2/(E_0^{(0)}-E_k^{(0)})\), where \(|0\rangle\) is the VSCF product, \(|k\rangle\) are the other products of its modal functions, and the zero-order energies are sums \(\varepsilon_x+\varepsilon_y\). If one mode is excited, the matrix element of \(H\) is an off-diagonal element of \(h_x\) or \(h_y\), which vanishes at self-consistency. If both are excited, only \(\lambda(x^2)_{m n_x}y_{k n_y}\) survives. To leading order the unit-oscillator elements suffice, with \((x^2)_{n+2,n}=\tfrac12\sqrt{(n+1)(n+2)}\).

For (1,0) the possible step is \(x:1\to3\), \(y:0\to1\), costing three quanta:

\[
-\frac{(3/2)(1/2)}{3}=-\frac14,\qquad -\frac{19}{36}-\frac14=-\frac79 .
\]

For (0,1), \(x:0\to2\) combines with \(y:1\to2\) (cost 3) or \(y:1\to0\) (cost 1):

\[
-\frac{(1/2)(1)}{3}-\frac{(1/2)(1/2)}{1}=-\frac5{12},\qquad -\frac{13}{36}-\frac5{12}=-\frac79 .
\]

So both members have energy \(2-7\lambda^2/9\) to second order. The missing physics was the simultaneous change of both modes. For (0,1) the larger part is the step that raises \(x\) while lowering \(y\).

The cancellation stops there. The full VMP2 splitting is 0.000020 eV, a tenth of the VSCF value. The transformation \(y\to-y\) reverses the sign of \(\lambda\), so only even powers occur and the remainder should start at \(\lambda^4\). Doubling \(\lambda\) from 0.01 to 0.02 multiplies the computed VMP2 splitting by 15.99, close to \(2^4=16\).

**The levels**

I used 24 oscillator functions per mode, iterated the mean fields to self-consistency, and diagonalized \(H\) in the full product basis for VCI. Energies are in eV.

| State | VSCF | VMP2 | VCI |
|---|---:|---:|---:|
| (0,0) | 0.0999650 | 0.0998604 | 0.0998595 |
| (1,0) | 0.199331 | 0.199012 | 0.199008 |
| (0,1) | 0.199533 | 0.199032 | 0.199008 |
| (1,1) | 0.300171 | 0.298611 | 0.298533 |
| (2,0) | 0.297414 | 0.297106 | see below |
| (0,2) | 0.297996 | 0.297128 | see below |

Relative to VCI, the VSCF errors for the first pair are 0.00032 and 0.00053 eV; VMP2 reduces them to 0.000004 and 0.000024 eV. For (1,1) the error falls from 0.00164 to 0.00008 eV.

The \(N=2\) VCI levels are A\(_1\) at 0.295625 eV and a degenerate E pair at 0.298533 eV. A square product basis is not itself invariant under a 120° rotation, so the E degeneracy appears there through convergence. The remaining splittings, below \(10^{-14}\) eV, are at the level of rounding.

**Why (2,0) and (0,2) need more care**

The odd E member is (1,1), which has no other odd state in its shell. Its VSCF coefficient is \(g(\tfrac32,\tfrac32)=5/36\). The step \(x:1\to3\) with \(y:1\to2\) or \(y:1\to0\) adds \(-\tfrac12-\tfrac34\), giving \(-10/9\).

The even states (2,0) and (0,2) are degenerate at \(\lambda=0\), so perturbation theory must first find their correct combinations. Their diagonal second-order coefficients, with the direct coupling between them left out, are

\[
(2,0):\; -\frac{73}{36}-\frac12+\frac14=-\frac{41}{18},\qquad
(0,2):\; -\frac{55}{36}-\frac14-\frac12=-\frac{41}{18}.
\]

The first fraction in each is \(g\). For (2,0) the other terms come from \(x:2\to4\) and \(x:2\to0\), each with \(y:0\to1\); the latter lowers the energy by one quantum, hence its plus sign. For (0,2) they come from \(x:0\to2\) with \(y:2\to3\) and \(y:2\to1\).

The two states are also coupled through intermediate states \(k\), by \(\sum_kV_{02,k}V_{k,20}/(3-E_k)\):

- \(k=(0,1)\), \(E_k=2\): the elements are \(\tfrac12\) and \(\tfrac12-1=-\tfrac12\), giving \(-\tfrac14\).
- \(k=(2,1)\), \(E_k=4\): the elements are \(\tfrac{5}{2\sqrt2}-\tfrac1{2\sqrt2}=\sqrt2\) and \(\tfrac1{\sqrt2}\), giving \(-1\).
- \(k=(2,3)\), \(E_k=6\): the elements are \(-\tfrac{\sqrt3}{6}\) and \(\tfrac{\sqrt3}{2}\), giving \(+\tfrac1{12}\).

The sum is \(-7/6\). Equal diagonal elements with this coupling give equal mixtures and the coefficients

\[
-\frac{41}{18}-\frac76=-\frac{31}{9}\ (\mathrm A_1),\qquad
-\frac{41}{18}+\frac76=-\frac{10}{9}\ (\mathrm E).
\]

The lower combination is the sum of (2,0) and (0,2), which at \(\lambda=0\) depends on \(r\) alone; the upper one is the difference and matches (1,1). The predicted gap \(7\lambda^2/3\) is 0.00292 eV, against 0.00291 eV from VCI.

Single-reference VMP2 cannot produce this mixing. It contains only the direct coupling \(\lambda(x^2)_{02}y_{02}\) between the VSCF functions. The linear part of \(W\) merely shifts the oscillator and leaves \(y_{02}=0\). First-order mixing by \(-\lambda y^3/3\) gives

\[
y_{02}=-\frac{\lambda}{3}\cdot\frac1{\sqrt2}\Big(3-\frac32-\frac12\Big)=-\frac{\lambda}{3\sqrt2},
\]

where 3 comes from level 1 mixed into level 2, and the other terms from levels 1 and 3 mixed into level 0. The direct coupling is thus \(-\lambda^2/6\), not \(-7\lambda^2/6\).

The denominator is small too. In the field of (2,0), \(\langle y\rangle=-2\lambda\), so two \(x\) quanta cost \(2-4\lambda^2\), while exciting \(y:0\to2\) costs \(2+\lambda^2(2A-\tfrac52)=2+\tfrac52\lambda^2\). The denominator is \(-\tfrac{13}{2}\lambda^2\), and the contribution is \((\lambda^4/36)/(-13\lambda^2/2)=-\lambda^2/234\). In the field of (0,2), two \(x\) quanta cost \(2+4\lambda^2\) and the \(y\) excitation energy is \(2-\tfrac32\lambda^2\). The denominator is \(-\tfrac{11}{2}\lambda^2\) and the contribution \(-\lambda^2/198\).

These terms barely move the levels. VMP2 puts the two states at 0.29711 and 0.29713 eV, close to the midpoint 0.29708 eV of the true A\(_1\) and E levels, and misses their separation. The total VMP2 corrections, \(-0.00031\) and \(-0.00087\) eV, look ordinary and give no warning, yet each result lies 0.0014 to 0.0015 eV from either true level.

In the VCI vectors, the VSCF (2,0) product has weight 0.505 in A\(_1\) and 0.490 in E; for (0,2) the weights are 0.488 and 0.505. Neither product can be assigned to one level. Use VCI for this shell, or at least diagonalize a second-order effective Hamiltonian in the space of the two states. For the first shell, VMP2 is adequate if an artificial splitting of 0.00002 eV is acceptable.
